# Scanning Dipole Sums: Stripes on Square Lattices, Uniform Order on Triangular

Place ions of charge \(2e\) on a square lattice of spacing 4 Å, each bound to a fixed charge \(-2e\) at its site by a spring of stiffness 4.3 eV/Å². Displacing all ions together along a lattice row meets a positive net stiffness, 0.235 eV/Å². Reversing the displacement in every second row changes the stiffness to −0.289 eV/Å², so the undistorted sheet is unstable against stripes. On a triangular lattice with the same spacing and springs of 4.8 eV/Å², the uniform displacement is the unstable one, with stiffness −0.165 eV/Å², while rows alternating in sign have stiffness +1.115 eV/Å². The same kinds of force act in both sheets. Why does the preferred pattern change?

## The smallest calculation, and where it fails

A displaced ion and the fixed opposite charge at its site form a dipole. The fixed charges matter: without them, shifting all the ions together would leave their Coulomb energy unchanged and meet the full stiffness of the springs. I use atomic units in the algebra and measure lengths in the lattice spacing \(a\) until the numerical example. Two in-plane dipoles separated by \(\mathbf R\) have energy \(-\mathbf p_1\cdot T(\mathbf R)\cdot\mathbf p_2\), where

\[
T_{ab}(\mathbf R)=\frac{3R_aR_b-R^2\delta_{ab}}{R^5}.
\]

For dipoles along \(x\), at separation \((x,y)\), the relevant element is

\[
T_{xx}=\frac{2x^2-y^2}{(x^2+y^2)^{5/2}} .
\]

It is \(+2\) for neighbours head to tail and \(-1\) for neighbours side by side. A positive value favours parallel dipoles.

Keep nearest neighbours alone. On the square lattice each dipole has two neighbours in its own row and one in each adjacent row. If all dipoles are parallel, the field per unit dipole is \(2(2)+2(-1)=2\). If adjacent rows are reversed, it is \(2(2)-2(-1)=6\). Stripes win.

On the triangular lattice there are again two neighbours in the row, and four at \((\pm\tfrac12,\pm\tfrac{\sqrt3}{2})\). For each of those four, \(T_{xx}=2(\tfrac14)-\tfrac34=-\tfrac14\). The uniform state gives \(4-1=3\), and alternating rows give \(4+1=5\). Nearest neighbours therefore predict stripes on both lattices, which contradicts the opening numbers for the triangular one.

The cure is to add the field of a whole adjacent row. In the triangular lattice that row lies at \(y=\sqrt3/2\), with ions at \(x=\pm\tfrac12,\pm\tfrac32,\pm\tfrac52,\dots\) The first three pairs give

\[
2\left[-0.250+\frac{3.75}{3^{5/2}}+\frac{11.75}{7^{5/2}}\right]
\approx-0.500+0.481+0.181=+0.162 .
\]

Every later term is positive because \(2x^2>y^2\). The complete row therefore favours parallel alignment, although its two nearest ions oppose it.

In the square lattice the adjacent row has ions at \(x=0,\pm1,\pm2,\dots\) and \(y=1\). Up to \(|x|=4\),

\[
-1+2\left[\frac1{2^{5/2}}+\frac7{5^{5/2}}+\frac{17}{10^{5/2}}+\frac{31}{17^{5/2}}\right]\approx-0.236 .
\]

The remaining terms are positive, but each is smaller than \(2/|x|^3\). Their sum is below \(4\sum_{n\ge5}n^{-3}<4\int_{4.5}^{\infty}dx/x^3=0.099\), where the inequality holds because \(x^{-3}\) is convex. The total stays negative, and adjacent rows prefer opposite signs.

This answers the question for two patterns, provided more distant rows matter little, as the row formula below confirms. To find the first instability, every wavevector and both polarizations must be compared.

## From energy to an eigenvalue

Give every site the same isotropic, static polarizability \(\alpha\), and let the dipoles interact as points in vacuum. To second order in the dipoles,

\[
U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\ne j}\mathbf p_i\cdot T(\mathbf R_i-\mathbf R_j)\cdot\mathbf p_j .
\]

The factor \(\tfrac12\) corrects for counting each pair twice. With \(N\) sites and periodic boundaries, write \(\mathbf p_i=N^{-1/2}\sum_{\mathbf q}\mathbf P_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_i}\). Orthogonality of the plane waves turns \(\sum_ip_i^2\) into \(\sum_{\mathbf q}|\mathbf P_{\mathbf q}|^2\). In the double sum, the dependence on \(\mathbf R_i-\mathbf R_j\) alone lets each wavevector couple to itself. Hence

\[
U=\frac12\sum_{\mathbf q}\mathbf P_{\mathbf q}^{\dagger}\left[\frac1\alpha-T(\mathbf q)\right]\mathbf P_{\mathbf q},\qquad
T(\mathbf q)=\sum_{\mathbf R\ne0}T(\mathbf R)\cos(\mathbf q\cdot\mathbf R).
\]

The sine part cancels between \(\mathbf R\) and \(-\mathbf R\). Let \(\lambda(\mathbf q)\) be an eigenvalue of this \(2\times2\) matrix. Restoring \(a\), the stiffness of the mode is \(1/\alpha-\lambda/a^3\). As \(1/\alpha\) decreases, the first mode to lose stability is the one with the largest \(\lambda\):

\[
\frac1{\alpha_c}=\frac{\lambda_{\max}}{a^3}.
\]

This is the polarization catastrophe. The quadratic theory locates it, but a nonlinear term must limit the final amplitude.

For an ion of charge \(Z\) on a spring \(k\), a field \(E\) gives \(ku=ZE\), so \(p=Zu=Z^2E/k\) and \(\alpha=Z^2/k\). Substituting \(p=Zu\) in the energy multiplies the stiffness by \(Z^2\), giving \(k-Z^2\lambda/a^3\) for the displacement.

## A sum that converges at every wavevector

The terms of \(T(\mathbf q)\) fall as \(R^{-3}\), so truncation converges slowly in a plane. Away from the origin \(T_{ab}=\partial_a\partial_b(1/r)\), which suggests the split

\[
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
\]

The first part is short ranged; the second is smooth. The parameter \(\eta\) moves work between them and must drop out of the result.

**Short-range part.** Let \(f=\operatorname{erfc}(\eta r)/r\) and define \(B=-f'/r\), \(C=-B'/r\). The chain rule gives \(\partial_af=-Br_a\), and a second derivative gives \(\partial_a\partial_bf=Cr_ar_b-B\delta_{ab}\). Since \(\operatorname{erfc}'(x)=-2e^{-x^2}/\sqrt\pi\),

\[
B=\frac{\operatorname{erfc}(\eta r)}{r^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^2},
\]
\[
C=\frac{3\operatorname{erfc}(\eta r)}{r^5}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac3{r^4}+\frac{2\eta^2}{r^2}\right).
\]

In \(C\), differentiating the error function contributes 1 to the coefficient 3 of \(r^{-4}\), and differentiating \(r^{-2}\) contributes 2.

**Smooth part.** Include \(\mathbf R=0\) temporarily, so that Poisson summation applies. We need the planar Fourier transform of \(\operatorname{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-r^2t^2}dt\). The transform of the Gaussian is \((\pi/t^2)e^{-K^2/4t^2}\). With \(v=1/t\), so that \(dt/t^2=-dv\),

\[
2\sqrt\pi\int_{1/\eta}^{\infty}e^{-K^2v^2/4}\,dv=\frac{2\pi}{K}\operatorname{erfc}\left(\frac K{2\eta}\right).
\]

Two derivatives multiply this by \(-K_aK_b\). Poisson summation then gives a sum over \(\mathbf K=\mathbf q+\mathbf G\), divided by the cell area \(A\), where \(\mathbf G\) are reciprocal lattice vectors.

**Self term.** The added term at \(\mathbf R=0\) must be removed. Near the origin \(\operatorname{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)\), whose second derivative is \(-4\eta^3\delta_{ab}/(3\sqrt\pi)\). Subtracting it produces a plus sign:

\[
\begin{aligned}
T_{ab}(\mathbf q)={}&\sum_{\mathbf R\ne0}(CR_aR_b-B\delta_{ab})\cos(\mathbf q\cdot\mathbf R)\\
&-\frac{2\pi}{A}\sum_{\mathbf G}\frac{K_aK_b}{K}\operatorname{erfc}\left(\frac K{2\eta}\right)+\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}.
\end{aligned}
\]

Both sums now converge like Gaussians. A term with \(K=0\) is zero, since \(K_aK_b/K\to0\). Changing \(\eta\) from 0.8 to 1.25 times \(\sqrt{\pi/A}\), at three wavevectors on each lattice, moved no element by more than \(10^{-14}/a^3\).

## The scan

The method is now short:

1. Choose a mesh of fractional wavevectors containing the symmetry points of the zone.
2. Build \(T(\mathbf q)\) at each point and take its larger eigenvalue.
3. Locate the greatest value, then search between mesh points from random starts.
4. Read the eigenvector for the dipole direction, and check that \(\lambda\) falls in every direction around the maximum.

With 48 intervals along each reciprocal vector, the main values are:

| lattice | pattern | \(\lambda\) |
|---|---|---:|
| square | alternating rows | 5.099 |
| square | uniform | 4.517 |
| triangular | uniform | 5.517 |
| triangular | alternating rows | 4.095 |
| triangular | zone corner | −1.166 |

The first and third rows are the largest values on their meshes. Twelve searches from random starts on each lattice found nothing higher. This is numerical evidence for the global maximum, not a proof.

At the square maximum \(\mathbf q=(0,\pi)\), the matrix has \(T_{xx}=5.099\) and \(T_{yy}=-6.034\). The dipoles therefore lie along \(x\), perpendicular to \(\mathbf q\): each row is head to tail, and successive rows alternate. For small departures,

\[
\lambda\approx5.099-1.79\,\delta q_x^2-0.145\,\delta q_y^2 .
\]

Modulating dipoles along a row costs about twelve times more than changing the phase between rows.

**Long wavelengths.** The triangular maximum sits at \(\mathbf q=0\), where a long-range sum needs care. For small \(q\), the one term that is not smooth is \(\mathbf G=0\), equal to \(-(2\pi/A)q_aq_b/q\) at leading order. The rest is even in \(\mathbf q\) and changes at order \(q^2\). Thus

\[
\lambda_{\rm long}=\lambda(0)-\frac{2\pi}Aq+O(q^2),\qquad
\lambda_{\rm trans}=\lambda(0)+O(q^2).
\]

With \(A=\sqrt3/2\), the longitudinal slope is −7.255. A longitudinal wave has bound charge \(-\nabla\cdot\mathbf p\), whose field opposes it; a transverse wave has none. The transverse branch also falls, as \(-0.263q^2\), so \(q=0\) is a local maximum of both branches. They meet there because the nonanalytic term vanishes and the sixfold symmetry of the lattice makes the remaining matrix isotropic. The uniform eigenvalue therefore does not depend on the direction of approach.

**Dipoles normal to the sheet.** For these, \(T_{zz}(\mathbf R)=-1/R^3\), while \(T_{xx}+T_{yy}=+1/R^3\). Hence \(T_{zz}(\mathbf q)=-T_{xx}(\mathbf q)-T_{yy}(\mathbf q)\), with no new sum required. Its largest value is 2.646 on the square lattice, for a checkerboard, and 2.332 on the triangular lattice, at the zone corner. Threefold symmetry makes the in-plane matrix isotropic at that corner, so both in-plane eigenvalues there equal \(-2.332/2=-1.166\). With isotropic \(\alpha\) the in-plane mode goes first. The order would reverse if the normal polarizability exceeded the in-plane one by more than a factor \(5.099/2.646=1.93\) or \(5.517/2.332=2.37\), respectively.

## Why register between rows matters

The hand sum over one row has a rapidly convergent form. Let successive rows be separated by \(h\), with each row slid by \(s\) along \(x\). The \(j\)th row has potential \(\sum_n[(x-n)^2+(jh)^2]^{-1/2}\), periodic in \(x\). Its Fourier coefficient for \(g=2\pi m\ne0\) is

\[
\int_{-\infty}^{\infty}\frac{e^{-igx}}{\sqrt{x^2+(jh)^2}}\,dx=2K_0(|g|jh),
\]

where \(K_0\) is the modified Bessel function. The \(m=0\) coefficient diverges, but it is independent of \(x\) and disappears on differentiation. Two derivatives give \(-g^2\), and the terms \(\pm m\) combine into a cosine:

\[
F_j=-16\pi^2\sum_{m\ge1}m^2K_0(2\pi mjh)\cos(2\pi mjs).
\]

The dipole's own row contributes \(2\sum_{n\ge1}2/n^3=4\zeta(3)=4.808\). If \(\theta\) is the phase change between rows, then

\[
\lambda(\theta)=4\zeta(3)+2\sum_{j\ge1}F_j\cos(j\theta).
\]

Because \(K_0\) is positive and decays nearly exponentially, the term \(j=m=1\) dominates here. Its sign is that of \(-\cos2\pi s\): negative for rows in register, positive for rows slid by half a spacing. The periodic part of a row's potential, rather than its nearest ion, sets the sign.

Spacing and slide both differ between the two lattices. To separate them, hold \(h\) fixed and change \(s\):

| \(h\) | \(s\) | in phase | antiphase |
|---:|---:|---:|---:|
| 1.000 | 0 | 4.517 | 5.099 |
| 1.000 | 0.5 | 5.096 | 4.520 |
| 0.866 | 0 | 4.077 | 5.535 |
| 0.866 | 0.5 | 5.517 | 4.095 |

At either spacing the slide reverses the preference. Spacing controls its strength: closer rows interact more strongly. The first and last lines are the square and triangular lattices. The middle lines compare these two row patterns and make no claim about the whole zone of the sheared lattices.

The same formula explains the soft directions. Subtracting the two patterns gives \(\lambda(0)-\lambda(\pi)=4(F_1+F_3+\dots)\), so \(F_1\approx-0.146\) for the square and \(+0.356\) for the triangular lattice. Expanding \(2F_1\cos\theta\) about the maximum, with \(\delta\theta=h\,\delta q\), predicts curvature coefficients of \(-|F_1|h^2=-0.146\) and −0.267. The scan gives −0.145 and −0.263; the small differences come from more distant rows.

## What “striped” and “uniform” leave open

The square lattice has an equivalent maximum at \((\pi,0)\), with dipoles along \(y\). Any mixture of the two stripes is therefore equally unstable:

\[
\mathbf p=P\left(\cos\phi\,(-1)^{n_y},\ \sin\phi\,(-1)^{n_x}\right),
\]

where \(n_x,n_y\) number the sites. At \(\phi=45^\circ\) the dipoles circulate around half of the square plaquettes, arranged like the squares of one colour on a chessboard. Since \(|\mathbf p|^2=P^2\) at every site, an isotropic quartic energy proportional to \(|\mathbf p|^4\) does not choose between them. An on-site anisotropy \(c(p_x^4+p_y^4)\) contributes

\[
cP^4(\cos^4\phi+\sin^4\phi)=cP^4\left(1-\tfrac12\sin^22\phi\right).
\]

For ideal dipoles with no other quartic anisotropy, it selects pure stripes for \(c<0\) and the vortex pattern for \(c>0\). Displaced charges are not ideal dipoles, and their Coulomb energy has quartic terms of its own. In the ionic sheet below, these favour stripes: at equal small amplitude, an on-site energy \(c_u(u_x^4+u_y^4)\) must have \(c_u\) above about 0.76 eV/Å⁴ before the vortex pattern is lower. The linear calculation establishes a striped instability; the quartic terms decide between the final patterns.

Boundaries matter too. For an open patch, set \(\mathbf p=0\) outside it and use the same dipoles as a trial state on the infinite lattice. In Fourier space the interaction is a weighted average of \(\mathbf P^\dagger T(\mathbf q)\mathbf P\), so the patch eigenvalue cannot exceed \(\lambda_{\max}\). Direct diagonalization, with no Ewald sum, gives 5.063 for a square patch of 484 sites and 5.491 for a triangular disc of 517 sites. They lie 0.7% and 0.5% below the infinite-sheet values.

The square patch peaks at a stripe wavevector. The disc's strongest component on the mesh is at \(q=0.262/a\). The mesh spacing is about \(0.15/a\), so this shows only that the wavelength is comparable with the disc's diameter of \(24a\). Thus “uniform” describes the infinite sheet. In the finite disc the leading mode is a single vortex: the dipoles circulate around the centre and the net dipole is zero. Uniform polarization of the same disc puts bound charge on the edge and reaches only 4.68.

## The ionic sheet in numbers

For \(Z=2\) and \(a=4\) Å, the energy scale is

\[
\frac{Z^2e^2}{4\pi\varepsilon_0a^3}=\frac{4(14.3996)}{64}=0.900\ \text{eV/Å}^2 .
\]

Multiplying by \(\lambda_{\max}\) gives the critical springs:

- square stripes: \(0.900\times5.099=4.589\) eV/Å², or 0.0472 hartree/bohr²;
- triangular uniform mode: \(0.900\times5.517=4.965\) eV/Å², or 0.0511 hartree/bohr².

The square uniform mode would need \(k\) below 4.065 eV/Å². At 4.3 eV/Å² the sheet lies between its two thresholds, which gives the signs in the opening paragraph.

A calculation with displaced charges tests the dipole step. Coulomb energies for stripes of amplitude 0.02 Å, with compensating charges fixed at the sites, give a threshold of 4.5888 eV/Å², against 4.5889 from the dipole sum.

Equal spacing favours an earlier instability on the triangular lattice, but that lattice is also denser. At equal area per site, its eigenvalue must be multiplied by \((\sqrt3/2)^{3/2}=0.806\), giving 4.45 against 5.10 for the square. The square sheet then becomes unstable first. The pattern on each lattice is unaffected by this choice.

## How far the model can be trusted

A spacing near 4 Å and springs of a few eV/Å² are illustrative values, with the springs chosen to lie near the thresholds. The model is not an oxide plane: it omits the oxygen sublattice, whose dipoles could change even the order of the modes, and I give no estimate for that. Effective charges in ferroelectric perovskites can be well above 2; doubling the charge at fixed spacing multiplies the critical spring by four.

Other omissions can be sized for the square example.

**Finite displacement.** An isolated ion at 300 K has a spread \(\sigma=\sqrt{k_BT/k_c}=0.075\) Å along each axis. Using coherent stripes of that amplitude instead of ideal dipoles changes the threshold by −0.018%. Thermal displacements are not coherent: averaging the Coulomb force constants over independent in-plane displacements with this spread raises the threshold by about 0.1%. Both changes are small.

**A second layer.** The planar transform of \((r^2+z^2)^{-1/2}\) is \(2\pi e^{-Kz}/K\), so a parallel sheet at height \(z\) contributes \(-(2\pi/A)\sum_{\mathbf G}K_aK_be^{-Kz}/K\). At \(z=a\), directly above, this is −0.127 for the stripe. Two layers with opposite phase therefore raise \(\lambda\), and the critical spring, by 2.5%. As a test of the formula, adding square planes above and below until they form a cubic crystal reduces the uniform value from 4.517 to 4.18879, the Lorentz value \(4\pi/3\).

**Electronic polarization.** An additional polarizability \(\alpha_e\) on the same site responds to the same local field, so the condition becomes \(\alpha_e+Z^2/k_c=a^3/\lambda\), or

\[
k_c=\frac{Z^2}{a^3/\lambda-\alpha_e}.
\]

In numerical units \(Z^2\) is multiplied by \(e^2/4\pi\varepsilon_0\). For \(\alpha_e=1\) Å³, \(k_c=57.60/(12.55-1)=4.99\) eV/Å², an increase of 8.7%.

**Thermal hardening.** Add a quartic well \(g|\mathbf u|^4/4\), keeping the motion in the plane (normal motion of the same spread would turn the factor 4 below into 5). Its curvature along \(x\) is \(g(3u_x^2+u_y^2)\), whose Gaussian average is \(4g\sigma^2\). With the chosen value \(g=20\) eV/Å⁴, this adds 0.45 eV/Å² to the spring, about 10% of \(k_c\). With this shift alone, the threshold for the bare spring would fall to about 4.1 eV/Å². In this estimate every in-plane mode is shifted equally, so the stripe still comes first. The true hardening is larger, because \(\sigma\) was taken for an isolated ion and fluctuations grow as a mode softens. In the harmonic sheet with a spring 1% above \(k_c\), the mean square displacement is 3.7 times the isolated value, and it grows logarithmically as the spring approaches \(k_c\). The estimate therefore gives the direction of the shift but does not locate the threshold at 300 K.

Substrate screening is also absent. Further digits of most quoted values are in the numerical output below. One line there needs care: the value labelled “K point”, 4.454, belongs to the fractional wavevector \((\tfrac13,\tfrac13)\), which is not a zone corner for the lattice vectors used. The corner is at \((\tfrac13,\tfrac23)\), where both in-plane eigenvalues are −1.166, as in the table.

## Table of computed values

```
zone mesh intervals per direction: 48
largest shift on changing Ewald splitting: 8.9e-15 /a^3
square: top in-plane eigenvalue 5.09887 /a^3
  at |fractions| of reciprocal vectors 0.000, 0.500
  top out-of-plane eigenvalue 2.64589 /a^3
  at |fractions| 0.500, 0.500
triangular: top in-plane eigenvalue 5.51709 /a^3
  at |fractions| of reciprocal vectors 0.000, 0.000
  top out-of-plane eigenvalue 2.33180 /a^3
  at |fractions| 0.333, 0.333
square, uniform eigenvalue: 4.51681 /a^3
square, stripe tensor yy element: -6.03434 /a^3
triangular, M point top eigenvalue: 4.09491 /a^3
triangular, K point top eigenvalue: 4.45381 /a^3
square stripe, change/q^2 along rows: -1.7872 /a
square stripe, change/q^2 across rows: -0.1447 /a
triangular transverse change/q^2: -0.2633 /a
triangular longitudinal slope: -7.255 /a^2
single row eigenvalue 4 zeta(3): 4.80823 /a^3
rows h=1.0000 a, slide=0.0 a: in phase 4.5168, antiphase 5.0989 /a^3
rows h=1.0000 a, slide=0.5 a: in phase 5.0958, antiphase 4.5199 /a^3
rows h=0.8660 a, slide=0.0 a: in phase 4.0771, antiphase 5.5349 /a^3
rows h=0.8660 a, slide=0.5 a: in phase 5.5171, antiphase 4.0949 /a^3
stacked square planes, uniform: 4.188790 /a^3
Lorentz value 4 pi/3: 4.188790 /a^3
open square patch, 484 sites: 5.0630 /a^3
  peak |fractions| 0.500, 0.000
open triangular disc, 517 sites: 5.4910 /a^3
  peak wavevector length 0.262 /a
example: charge 2 e, spacing 4.0 angstrom
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
energy scale Z^2 e^2/(4 pi eps0 a^3): 0.89998 eV/angstrom^2
critical k, square stripe: 4.5889 eV/angstrom^2 = 0.04722 hartree/bohr^2
critical k, square uniform: 4.0650 eV/angstrom^2
critical k, triangular uniform: 4.9653 eV/angstrom^2 = 0.05110 hartree/bohr^2
critical k, triangular M point: 3.6853 eV/angstrom^2
critical polarizability, square: 12.552 angstrom^3
critical polarizability, triangular: 11.600 angstrom^3
square at k=4.3: stripe stiffness -0.2889, uniform 0.2350 eV/angstrom^2
triangular at k=4.8: uniform stiffness -0.1653, M 1.1147 eV/angstrom^2
stripe critical k from bare charges: 4.5888 eV/angstrom^2
thermal spread per axis at 300 K: 0.0751 angstrom
finite-displacement change of critical k: -0.018 %
second layer at height a, square stripe: -0.1275 /a^3 (2.50 %)
second layer at height a, triangular uniform: -0.1127 /a^3 (2.04 %)
stripe critical k with 1 angstrom^3 electronic part: 4.9861 eV/angstrom^2
thermal hardening for g=20 eV/angstrom^4: 0.451 eV/angstrom^2
```
